# Hotelling Deflation with an Inexact Eigenvector: Orders of the Errors

**Q.** Power iteration has given me a dominant eigenvector, and I want the next one. Hotelling deflation tells me to subtract $\lambda xx^T$ from the matrix and iterate again. But my $x$ is not the true eigenvector. Surely I then compute eigenpairs of the wrong matrix?

**A.** You do, so the question is how wrong they are. Let $A$ be real and symmetric, with orthonormal eigenvectors $v_i$ and eigenvalues $\lambda_i$. The pair to be removed is number 1. I assume $\lambda_1\neq0$ and that the eigenvalues are distinct; $\lambda_1$ need not be the largest. Write the computed unit vector as

$$x=c\,v_1+s\,u,\qquad u=\sum_{k\ge2}u_kv_k,\qquad \sum_{k\ge2}u_k^2=1,$$

where $s=\sin\theta$, $c=\cos\theta>0$, and $\theta$ is the angle between $x$ and $v_1$. Since $\|x-v_1\|^2=2-2c=s^2+O(s^4)$, the number $s$ measures the vector error. "First order" and "second order" refer to powers of $s$, with $A$ and $u$ held fixed.

**Q.** You also need a number for $\lambda$. I don't know $\lambda_1$ either.

**A.** Take the Rayleigh quotient $\rho=x^TAx$. The cross terms vanish because $Av_1=\lambda_1v_1$ is orthogonal to $u$, so

$$\rho=c^2\lambda_1+s^2\sum_{k\ge2}u_k^2\lambda_k
=\lambda_1-s^2\sum_{k\ge2}u_k^2(\lambda_1-\lambda_k).$$

The second form uses $c^2=1-s^2$ and $\sum u_k^2=1$. The scalar is wrong at second order only. The deflated matrix is $B=A-\rho\,xx^T$.

**Q.** The scalar may be good, but the matrix is not. Your $xx^T$ contains $x$ linearly in its error, so $B$ is wrong at first order. Its eigenvalues should be wrong at first order too.

**A.** The premise is right, but the conclusion does not follow. Compare $B$ with the ideal deflated matrix $B_0=A-\lambda_1v_1v_1^T$, which has eigenvalue $0$ on $v_1$ and $\lambda_k$ on $v_k$ for $k\ge2$. Expanding $xx^T$ gives

$$B-B_0=(\lambda_1-\rho c^2)v_1v_1^T-\rho cs\,(v_1u^T+uv_1^T)-\rho s^2uu^T .$$

The first and last terms are of order $s^2$. The middle term is of order $s$, but it connects $v_1$ to the other eigenvectors and has no diagonal element on any $v_j$ with $j\ge2$:

$$v_j^T(v_1u^T+uv_1^T)v_j=2(v_j^Tv_1)(u^Tv_j)=0 .$$

The first-order shift of a nondegenerate eigenvalue is the diagonal element of the perturbation, so here it is zero. Geometrically, a small rotation of $x$ changes the projector $xx^T$ first through off-diagonal elements.

**Q.** That is an argument about the first term of a series. I would like the actual eigenvalue, with a reason to believe that the rest is small.

**A.** Because $B$ differs from $A$ by a rank-one matrix, its eigenvalues obey a scalar equation. Fix $j\ge2$. If $u_j=0$, then $x^Tv_j=0$ and $Bv_j=Av_j=\lambda_jv_j$, so that pair is untouched.

Now let $u_j\ne0$, and let $z$ be an eigenvalue of $B$ but not of $A$. The equation $By=zy$ reads

$$(A-z)y=\rho\,x\,(x^Ty).$$

Here $x^Ty\neq0$, since otherwise $(A-z)y=0$ would force $y=0$. Solving for $y$, multiplying by $x^T$ and dividing by $x^Ty$ gives

$$1=\rho\,x^T(A-z)^{-1}x,\qquad y\propto(A-z)^{-1}x .$$

Conversely, if $z$ satisfies the first equation and $y=(A-z)^{-1}x$, then $(A-z)y-\rho x(x^Ty)=x-x=0$, so $y$ is an eigenvector of $B$.

Put $z=\lambda_j+\delta$. In the eigenbasis of $A$ the scalar equation becomes

$$1=\rho\left[\frac{c^2}{\lambda_1-\lambda_j-\delta}-\frac{s^2u_j^2}{\delta}+s^2\sum_{k\ne1,j}\frac{u_k^2}{\lambda_k-\lambda_j-\delta}\right].$$

The middle term has a minus sign because $\lambda_j-z=-\delta$. Multiply by $\delta$ and collect the terms that contain it:

$$\delta\,G=-\rho s^2u_j^2,\qquad
G=1-\frac{\rho c^2}{\lambda_1-\lambda_j-\delta}-\rho s^2\sum_{k\ne1,j}\frac{u_k^2}{\lambda_k-\lambda_j-\delta}.$$

**Q.** The unknown $\delta$ still sits inside $G$. How do you know there is a small solution?

**A.** Consider $F(\delta,s^2)=\delta G+\rho s^2u_j^2$. It depends on $s$ through $s^2$ alone, because $c^2=1-s^2$ and $\rho$ is linear in $s^2$. It vanishes at $\delta=s^2=0$, where its derivative with respect to $\delta$ is

$$G_0=1-\frac{\lambda_1}{\lambda_1-\lambda_j}=-\frac{\lambda_j}{\lambda_1-\lambda_j}.$$

If $\lambda_j\ne0$, this derivative is nonzero. The implicit function theorem then gives one small root $\delta$, which is an analytic function of $s^2$. Its leading term follows on replacing $G$ by $G_0$ and $\rho$ by $\lambda_1$:

$$\delta_j=\frac{-\lambda_1s^2u_j^2}{-\lambda_j/(\lambda_1-\lambda_j)}+O(s^4)
=s^2u_j^2\,\frac{\lambda_1(\lambda_1-\lambda_j)}{\lambda_j}+O(s^4).$$

This $\delta_j$ is nonzero for small nonzero $s$, so $z$ is indeed not an eigenvalue of $A$. Moreover, $B$ tends to $B_0$, in which $\lambda_j$ is simple, so $B$ has one eigenvalue $\beta_j$ near $\lambda_j$, and this root is it. The remaining eigenvalues therefore shift at second order, provided that they are not zero.

**Q.** Can you get the same coefficient without the scalar equation? You subtract something positive when $\lambda_1>0$, yet for $\lambda_1>\lambda_j>0$ your eigenvalue goes up.

**A.** Second-order perturbation theory about $B_0$ shows both contributions. The diagonal element on $v_j$ is $-\lambda_1s^2u_j^2$ to leading order, which is the downward effect you expect. The coupling between $v_j$ and $v_1$ is $-\lambda_1su_j$, and the unperturbed levels are $\lambda_j$ and $0$. The coupling therefore adds $(\lambda_1su_j)^2/(\lambda_j-0)$. Couplings between $v_j$ and the other $v_k$ are already of order $s^2$, so their squares enter at order $s^4$. The sum is

$$-\lambda_1s^2u_j^2+\frac{\lambda_1^2s^2u_j^2}{\lambda_j}
=s^2u_j^2\,\frac{\lambda_1(\lambda_1-\lambda_j)}{\lambda_j},$$

as before. For $0<\lambda_j<\lambda_1$ the repulsion from the deflated level at zero outweighs the direct subtraction. There is no conflict with positivity: subtracting a positive matrix cannot raise the ordered eigenvalues of $A$, but moving $\lambda_1$ to zero raises the rank of every eigenvalue between $0$ and $\lambda_1$ by one, so in that ordering $\beta_j$ is to be compared with the next larger eigenvalue of $A$, not with $\lambda_j$.

**Q.** And the eigenvectors? If the eigenvalues are good to second order, perhaps the vectors are as well.

**A.** They are not. Use $y\propto(A-z)^{-1}x$. Its coefficient on $v_j$ is $su_j/(-\delta_j)$. Multiply the vector by $-\delta_j/(su_j)$, so that this coefficient becomes one. The coefficient on $v_1$ is then

$$-\frac{\delta_j}{su_j}\,\frac{c}{\lambda_1-\lambda_j-\delta_j}
=-su_j\frac{\lambda_1}{\lambda_j}+O(s^3),$$

and for $k\neq1,j$ the coefficient on $v_k$ is

$$-\frac{\delta_j}{su_j}\,\frac{su_k}{\lambda_k-\lambda_j-\delta_j}
=-s^2u_ju_k\frac{\lambda_1(\lambda_1-\lambda_j)}{\lambda_j(\lambda_k-\lambda_j)}+O(s^4).$$

With the abbreviation $t_j=su_j\lambda_1/\lambda_j$, the new eigenvector is

$$y_j=v_j-t_jv_1+O(s^2).$$

Its first-order error lies along the eigenvector that was meant to be removed. Relative to the component $su_j$ of the original error, it is multiplied by $\lambda_1/\lambda_j$. Small remaining eigenvalues therefore have the more strongly contaminated vectors, for equal $u_j$. Power iteration does not produce equal $u_j$, a point taken up below.

**Q.** Show me numbers. I want a matrix I can write down.

**A.** Take dimensionless eigenvalues $10,6,3,1$ and let the eigenvectors be the columns of $V=I-\tfrac12J$, where $J$ is the $4\times4$ matrix of ones. Since $J^2=4J$, we have $V^2=I-J+J=I$, so the symmetric matrix $V$ is orthogonal. Then

$$A=\begin{pmatrix}5&-3&-1.5&-0.5\\-3&5&0.5&1.5\\-1.5&0.5&5&3\\-0.5&1.5&3&5\end{pmatrix}.$$

Let the error have equal weights, $u_2=u_3=u_4=1/\sqrt3$, and let $s=0.01$. The scalar is $\rho=9.999333$, below $10$ by $10^{-4}(4+7+9)/3=6.667\times10^{-4}$.

With $s^2u_j^2=3.333\times10^{-5}$, the predicted shifts are

$$\begin{aligned}
\lambda_2=6:&\quad 3.333\times10^{-5}\times\frac{10\times4}{6}=2.222\times10^{-4},\\
\lambda_3=3:&\quad 3.333\times10^{-5}\times\frac{10\times7}{3}=7.778\times10^{-4},\\
\lambda_4=1:&\quad 3.333\times10^{-5}\times\frac{10\times9}{1}=3.000\times10^{-3}.
\end{aligned}$$

Diagonalizing $B$ gives $2.223\times10^{-4}$, $7.780\times10^{-4}$ and $2.989\times10^{-3}$. The predicted $v_1$ coefficients are $-0.01/\sqrt3=-0.0057735$ times $10/6$, $10/3$ and $10$, that is $-0.009623$, $-0.019245$ and $-0.057735$. The diagonalization gives $-0.009625$, $-0.019251$ and $-0.057531$.

**Q.** The last shift is off by about 0.4 per cent. Is that a higher-order term or a slightly wrong coefficient?

**A.** Halve $s$ and see. For $\lambda_4$ the difference between formula and diagonalization falls from $1.14\times10^{-5}$ to $7.2\times10^{-7}$, a factor of about 16, as an $s^4$ remainder requires. A wrong coefficient would leave a difference that falls by 4. The same test works for the mixing coefficients, except that the remainder of the $v_1$ coefficient is of order $s^3$ and falls by 8. The numerical check applies it to the shifts and the mixing coefficients, and repeats it on a second matrix with negative eigenvalues and unequal weights. Between the two values of $s$, the observed order of the eigenvalue shifts is 1.996 and that of the eigenvector errors is 0.997.

**Q.** What became of the eigenvalue you removed? It cannot still be zero.

**A.** It moves at second order as well, and the trace tells us where. Since $x$ is a unit vector, $\operatorname{tr}B=\operatorname{tr}A-\rho$. If all $\lambda_k$ with $k\ge2$ are nonzero, the deflated eigenvalue is

$$\begin{aligned}
\beta_1&=\lambda_1-\rho-\sum_{k\ge2}\delta_k\\
&=s^2\sum_{k\ge2}u_k^2(\lambda_1-\lambda_k)\left(1-\frac{\lambda_1}{\lambda_k}\right)+O(s^4)\\
&=-s^2\sum_{k\ge2}u_k^2\frac{(\lambda_1-\lambda_k)^2}{\lambda_k}+O(s^4).
\end{aligned}$$

In the example the sum gives $-3.333\times10^{-5}\,(16/6+49/3+81)=-3.333\times10^{-3}$, and diagonalization gives $-3.322\times10^{-3}$.

**Q.** You keep excluding $\lambda_j=0$. A singular matrix is hardly exotic. What happens there?

**A.** If $u_j=0$ the pair is untouched, as before. This is the case for an $x$ from plain power iteration, since one multiplication by $A$ removes the component along a null vector, up to rounding. For an $x$ obtained in another way $u_j$ may be nonzero, and then the second-order law fails. Exact deflation puts $\lambda_1$ at zero, on top of the eigenvalue that is already there. Two degenerate levels respond to their coupling at first order. In the basis $(v_1,v_j)$ the relevant block of $B$ is

$$\begin{pmatrix}\lambda_1-\rho c^2&-\rho csu_j\\-\rho csu_j&-\rho s^2u_j^2\end{pmatrix}
=\begin{pmatrix}0&-\lambda_1su_j\\-\lambda_1su_j&0\end{pmatrix}+O(s^2).$$

The other $v_k$ do not spoil this. They couple to $v_1$ at order $s$ across a nonzero gap $\lambda_k$, so they enter the eigenvector with amplitude $O(s)$ and act back on the block at order $s^2$. Hence

$$\beta=\pm|\lambda_1su_j|+O(s^2),$$

and the eigenvectors tend to $(v_1\pm v_j)/\sqrt2$. The eigenvalue error is now of first order, and the eigenvector error does not vanish as $s\to0$.

With the spectrum changed to $10,6,3,0$ and $s=0.001$, the formula gives $\pm10\times0.001/\sqrt3=\pm5.774\times10^{-3}$. Diagonalization gives $-5.775\times10^{-3}$ and $5.772\times10^{-3}$, with weights on $v_1$ of 0.4998 and 0.5002.

**Q.** Then a small but nonzero $\lambda_j$ must be dangerous too.

**A.** It can be. The expansion requires the coupling to be small compared with the separation of the two levels,

$$|\lambda_1su_j|\ll|\lambda_j|,$$

which is the same as $|t_j|\ll1$. An angle that looks small may not be small enough for an eigenvalue near zero, if the error has appreciable weight $u_j$ on that eigenvector. Power iteration suppresses this weight. From a start $\sum_ia_iv_i$, $n$ steps give $su_j/c=(\lambda_j/\lambda_1)^na_j/a_1$, hence $t_j=c\,(\lambda_j/\lambda_1)^{n-1}a_j/a_1$, which for $n>1$ and comparable $a_j$ is smallest for the smallest $|\lambda_j|$. For the spectrum $10,6,3,0.01$, equal $a_i$ and $n=10$, the $t_j$ are $1.0\times10^{-2}$, $2.0\times10^{-5}$ and $10^{-27}$.

There is also a second condition: the coefficients of $y_j$ on the other $v_k$ must be small,

$$s^2\left|u_ju_k\frac{\lambda_1(\lambda_1-\lambda_j)}{\lambda_j}\right|\ll|\lambda_k-\lambda_j| .$$

It fails when two remaining eigenvalues are close. For the spectrum $10,\,6.0001,\,6,\,1$ with equal weights and $s=0.01$, $t_j$ is only $0.0096$, yet the eigenvalue 6 shifts by $4.4\times10^{-5}$ where the formula gives $2.2\times10^{-4}$.

**Q.** Suppose my scalar is poor as well. Does second order depend on using the Rayleigh quotient?

**A.** No, but the coefficients and the dangerous value change. Replace $\rho$ by a fixed number $\mu\neq0$. The same equation holds, now with

$$G_0=1-\frac{\mu}{\lambda_1-\lambda_j}=-\frac{\lambda_j-\lambda_1+\mu}{\lambda_1-\lambda_j}.$$

Dividing $-\mu s^2u_j^2$ by $G_0$ gives

$$\delta_j=s^2u_j^2\,\frac{\mu(\lambda_1-\lambda_j)}{\lambda_j-\lambda_1+\mu}+O(s^4),$$

and the $v_1$ coefficient becomes

$$-\frac{\delta_j}{su_j(\lambda_1-\lambda_j)}+O(s^3)=-su_j\frac{\mu}{\lambda_j-\lambda_1+\mu}+O(s^3).$$

The deflated level now sits near $\lambda_1-\mu$, and the condition is $\lambda_j\neq\lambda_1-\mu$. For $\mu=8$ in the example that level is near 2. The eigenvalue 1 lies below it and is pushed down: the formula gives $3.333\times10^{-5}\times8\times9/(-1)=-2.400\times10^{-3}$, and diagonalization gives $-2.397\times10^{-3}$. A poor scalar thus leaves the orders intact, but it may leave the unwanted level large enough to disturb the next power iteration.

**Q.** Back to the Rayleigh scalar. I can repair the new eigenvalue cheaply: take $y_j$ and form its Rayleigh quotient with the original $A$.

**A.** That can make it worse. For $y=\sum_ia_iv_i$,

$$\frac{y^TAy}{y^Ty}-\lambda_j=\frac{\sum_ia_i^2(\lambda_i-\lambda_j)}{\sum_ia_i^2}.$$

Insert $a_j=1$, $a_1=-t_j+O(s^3)$ and the remaining $a_k=O(s^2)$. The error is $(\lambda_1-\lambda_j)t_j^2+O(s^4)$. Dividing its leading term by that of $\delta_j$ gives

$$\frac{(\lambda_1-\lambda_j)s^2u_j^2\lambda_1^2/\lambda_j^2}{s^2u_j^2\lambda_1(\lambda_1-\lambda_j)/\lambda_j}=\frac{\lambda_1}{\lambda_j}.$$

Whenever $|\lambda_j|<|\lambda_1|$, the quotient with $A$ is less accurate than $\beta_j$ at leading order. For $\lambda_4=1$ its error is $2.97\times10^{-2}$, against $2.99\times10^{-3}$ for $\beta_4$. Both errors are of second order; the prefactors differ.

**Q.** So I must converge $x$ further, or live with the error?

**A.** There is another way, because the first-order error of $y_j$ points along $v_1$, and you hold an approximation to $v_1$. Consider

$$w=y_j+t_jx .$$

Its $v_1$ coefficient is $-t_j+t_jc+O(s^3)=O(s^3)$. Its $v_j$ coefficient is $1+t_jsu_j=1+O(s^2)$, and each other coefficient is $O(s^2)$. After normalization, $\hat w=v_j+O(s^2)$. You need not know $t_j$: diagonalize $A$ within the plane spanned by $x$ and $y_j$, which contains $\hat w$. This is a Rayleigh–Ritz step.

**Q.** The plane contains a good vector, but does the procedure find it?

**A.** Let $\hat x$ be the normalized part of $x$ orthogonal to $\hat w$, so that $\hat x=v_1+O(s)$. In the basis $(\hat w,\hat x)$ the matrix elements of $A$ are

$$h_{11}=\lambda_j+O(s^4),\qquad h_{22}=\lambda_1+O(s^2),$$

$$h_{12}=\hat x^T(A-\lambda_j)\hat w=\hat x^T(A-\lambda_j)(\hat w-v_j)=O(s^2).$$

The first estimate is the Rayleigh quotient formula applied to a vector with error $O(s^2)$. In the last line, subtracting $\lambda_j$ is allowed because $\hat x^T\hat w=0$, and subtracting $v_j$ because $(A-\lambda_j)v_j=0$. The Ritz value $\vartheta$ near $\lambda_j$ satisfies

$$\vartheta=h_{11}+\frac{h_{12}^2}{\vartheta-h_{22}}=\lambda_j+O(s^4),$$

since the denominator stays close to the nonzero gap $\lambda_j-\lambda_1$.

In the example at $s=0.01$, the Ritz errors for the eigenvalues 6, 3 and 1 are $-1.0\times10^{-7}$, $-4.3\times10^{-7}$ and $3.1\times10^{-6}$. For the last one, the error of $\beta_4$ was about a thousand times larger. The step costs a $2\times2$ diagonalization and products with the original $A$, and the fourth-order estimate rests on the same two conditions as before: $|t_j|$ must be small, and $\lambda_j$ must be well separated from the other remaining eigenvalues. For the spectrum $10,\,6.0001,\,6,\,1$ at $s=0.01$ the Ritz error for the eigenvalue 6 is $3.9\times10^{-5}$, hardly better than the shift $4.4\times10^{-5}$ it was meant to remove.

## Computed values

```
Observed orders of remainders (shift, v1 mixing, other mixing):
  example, Rayleigh scalar: 3.993 2.993 3.993
  second matrix, Rayleigh : 3.999 2.999 3.999
  example, scalar mu = 8  : 3.997 2.997 3.997
Matrix A (dimensionless):
    5.0  -3.0  -1.5  -0.5
   -3.0   5.0   0.5   1.5
   -1.5   0.5   5.0   3.0
   -0.5   1.5   3.0   5.0
x at s = 0.01: 0.491315 -0.502862 -0.502862 -0.502862
Rayleigh quotient rho = 9.999333, error = -6.667e-04
s = 0.01: lambda_j, beta_j, shift, formula, v1 mixing, formula
  6 6.0002223 2.2227e-04 2.2222e-04 -0.009625 -0.009623
  3 3.0007780 7.7797e-04 7.7778e-04 -0.019251 -0.019245
  1 1.0029886 2.9886e-03 3.0000e-03 -0.057531 -0.057735
s = 0.005: lambda_j, beta_j, shift, formula, v1 mixing, formula
  6 6.0000556 5.5559e-05 5.5556e-05 -0.004812 -0.004811
  3 3.0001945 1.9446e-04 1.9444e-04 -0.009623 -0.009623
  1 1.0007493 7.4928e-04 7.5000e-04 -0.028842 -0.028868
Observed order: eigenvalues 1.996, eigenvectors 0.997
Deflated eigenvalue, s = 0.01: -3.3222e-03, formula -3.3333e-03
Scalar mu = 8, s = 0.01: lambda_j, shift, formula
  6 2.6672e-04 2.6667e-04
  3 1.8648e-03 1.8667e-03
  1 -2.3970e-03 -2.4000e-03
Spectrum 10, 6, 3, 0: s, two small eigenvalues, formula +/-, v1 weights
  0.0010 -5.774992e-03 5.771992e-03 5.773503e-03 0.4998 0.5002
  0.0005 -2.887125e-03 2.886375e-03 2.886751e-03 0.4999 0.5001
s = 0.01: lambda_j, A-quotient error, formula, Ritz error
  6 3.7049e-04 3.7037e-04 -1.005e-07
  3 2.5931e-03 2.5926e-03 -4.340e-07
  1 2.9697e-02 3.0000e-02 3.063e-06
Observed order of Ritz error: 3.995
```
